\section*{Why the Constrained RPA U Is Not a Material Constant}

\section{Two sites}

Take two equivalent sites with one orbital each, $a$ and $b$. Two charges on the same site interact with energy $W_0$, and two charges on different sites with energy $W_1<W_0$. An orbital $w$ with site amplitudes $w(s)$ has the density $w(s)^2$, and two electrons of opposite spin placed in it repel with
\begin{equation}
U=\sum_{s,s'}w(s)^2\,W(s,s')\,w(s')^2 .
\label{eq:U}
\end{equation}
For $w=a$ this is $U=W_0$. For $w=(a+b)/\sqrt2$ the density is $\tfrac12$ on each site, so
\begin{equation}
U=\tfrac14\,(W_0+W_0+W_1+W_1)=\tfrac12\,(W_0+W_1)<W_0 .
\end{equation}
The orbitals $(a\pm b)/\sqrt2$ span the same space as $a$ and $b$, and the interaction is the same. The number called $U$ has changed because a different orbital was inserted.

The interaction depends on a choice too. Let $v_0$ and $v_1$ be the unscreened values, and let electrons outside the chosen space respond to a potential difference by moving charge between the sites. Their response matrix is
\begin{equation}
P=-p\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad p>0 .
\end{equation}
A uniform potential moves nothing, so the even combination $(1,1)$ keeps its interaction eigenvalue $v_0+v_1$. For the odd combination $(1,-1)$ the eigenvalue of $P$ is $-2p$. The screened interaction $(1-vP)^{-1}v$ then has the odd eigenvalue $(v_0-v_1)/[1+2p(v_0-v_1)]$, and its on-site element is half the sum of the two eigenvalues:
\begin{equation}
W_0=\frac12\left[v_0+v_1+\frac{v_0-v_1}{1+2p\,(v_0-v_1)}\right]\le v_0 .
\end{equation}
If the responding electrons are moved into the space that is to be treated explicitly, $p$ is set to zero and $W_0$ rises to $v_0$. Nothing in the material has changed.

\section{The belief and its appeal}

The constrained random-phase approximation (cRPA) supplies the interaction for a low-energy model. One selects a target window of bands, lets all electronic transitions except those inside the window screen the Coulomb interaction, and evaluates the result in localized Wannier functions of the window. Transitions inside the window are left out because the low-energy model will produce their screening itself.

The number obtained has no fitted parameter and follows from the band structure of a given solid. It is natural to read it as a property of that solid, like its lattice constant, and to speak of ``the $U$'' of a compound. There is sense in this: with one fixed recipe, differences between compounds do carry physical information. But the recipe contains two choices, the window and the Wannier functions, and the value belongs to them as much as to the solid. A two-band chain shows how much each matters.

\section{The chain and its screening}

Each cell, of length $a$, holds a site A with energy $-\Delta/2$ and, midway to the next A, a site B with energy $+\Delta/2$. Neighbouring sites are joined by the hopping $-t$. Sites are numbered by $s$, even for A and odd for B, at positions $x=as/2$; the wave number $k$ is measured in units of $1/a$. The $N$ cells form a ring. Charges interact through $v=1/\sqrt{d^2+b^2}$, where $d$ is the straight-line distance between sites and $b$ a softening length. Hartree atomic units are used.

A Bloch state of the lower band has site amplitudes $e^{iks/2}\cos\theta$ on A and $e^{iks/2}\sin\theta$ on B. Each site has two neighbours, whose phases add to $2\cos(k/2)$, so the energy of this state is
\begin{equation}
E(\theta)=-\tfrac{\Delta}{2}\cos2\theta-2t\cos\tfrac k2\,\sin2\theta .
\end{equation}
Setting $dE/d\theta=0$ gives
\begin{equation}
\tan2\theta_k=\frac{4t\cos(k/2)}{\Delta},\qquad
E_\pm=\pm\sqrt{\tfrac{\Delta^2}{4}+4t^2\cos^2\tfrac k2},
\end{equation}
with the minimum $E_-$ as the lower band. There is one electron per cell, so this band is half filled and the upper band is empty.

A weak static potential $\phi(s')$ mixes empty states $u$ into each occupied state $o$:
\begin{equation}
\delta\psi_o=\sum_u\psi_u\,\frac{\sum_{s'}\psi_u(s')\phi(s')\psi_o(s')}{E_o-E_u} .
\end{equation}
Mixing among occupied states leaves the density unchanged. With real orbitals $\delta n(s)=2\sum_o2\psi_o(s)\,\delta\psi_o(s)$, one factor 2 from spin and one from the square, so that $\delta n=P\phi$ with
\begin{equation}
P(s,s')=4\sum_{o,u}\frac{\psi_o(s)\psi_u(s)\,\psi_o(s')\psi_u(s')}{E_o-E_u} .
\label{eq:P}
\end{equation}
Let the target be the lower band. Terms with $u$ in the lower band form $P_t$, terms with $u$ in the upper band form $P_r$, and $P=P_t+P_r$. Both parts were tested against density changes found by rediagonalizing a small ring with the potential restricted to the matching matrix elements.

In the RPA the induced charge responds to the total potential, which gives $W=v+vPW$. Keeping $P_r$ alone defines the cRPA interaction:
\begin{equation}
W_r=(1-vP_r)^{-1}v,\qquad W_r^{-1}=v^{-1}-P_r .
\end{equation}
Since $W^{-1}=v^{-1}-P_r-P_t=W_r^{-1}-P_t$, screening $W_r$ with the target transitions restores the full $W$. This is the division of labour that cRPA is built on.

\section{Same window, different Wannier functions}

A Bloch state may be multiplied by any phase. Consider the family
\begin{equation}
w_\lambda(s)=\frac1N\sum_k e^{-i\lambda\sin mk}\,\psi_k(s),
\end{equation}
with integer $m$ and $\psi_k(s)$ the amplitudes given above. The projector on the band contains $\psi_k\psi_k^*$, from which the phase cancels. It also cancels from the hoppings $t(R)=N^{-1}\sum_kE_-(k)e^{ikR}$ between Wannier functions $R$ cells apart, and from $P_r$, which is built from band states. Every member of the family therefore has the same band, the same hoppings and the same $W_r$.

The functions themselves differ. From $e^{-i\lambda\sin y}=\sum_nJ_n(\lambda)e^{-iny}$, with $J_n$ the Bessel functions, and because $e^{-inmk}$ shifts a Bloch wave by $nm$ cells, that is $2nm$ sites,
\begin{equation}
w_\lambda(s)=\sum_nJ_n(\lambda)\,w_0(s-2nm) .
\label{eq:bessel}
\end{equation}

\subsection{The spread}

For a long ring, multiplying $w_\lambda$ by $x$ amounts to acting with $ia\,d/dk$ on the vector $f=e^{-i\lambda\sin mk}\,e$, where $e=(\cos\theta,\sin\theta)$. This follows from $x\,e^{iks/2}=-ia\,\partial_ke^{iks/2}$ and an integration by parts, whose boundary terms cancel because the full Bloch amplitude is periodic in $k$. With $e_\perp=(-\sin\theta,\cos\theta)$,
\begin{equation}
\frac{df}{dk}=e^{-i\lambda\sin mk}\left[-i\lambda m\cos(mk)\,e+\theta'\,e_\perp\right].
\end{equation}
The mean position is $a\lambda m\langle\cos mk\rangle=0$, where the brackets denote an average over $k$. Since $e\perp e_\perp$, the quadratic spread is
\begin{equation}
\Omega=a^2\left\langle\left|\frac{df}{dk}\right|^2\right\rangle
=a^2\left[\langle\theta'^2\rangle+\tfrac12\lambda^2m^2\right].
\label{eq:spread}
\end{equation}
A general phase $e^{-i\varphi(k)}$ would add $a^2$ times the variance of $\varphi'$, which is never negative. Hence $\lambda=0$ gives the maximally localized function.

\subsection{Why $U$ falls at first}

Let $m=1$ and $\lambda$ be small. Then $J_0\simeq1-\lambda^2/4$, $J_{\pm1}\simeq\pm\lambda/2$ and $J_{\pm2}\simeq\lambda^2/8$. Write $w^{(n)}$ for $w_0$ shifted by $n$ cells. Equation (\ref{eq:bessel}) becomes $w_\lambda=w_0+\lambda d_1+\lambda^2d_2$ with
\begin{equation}
d_1=\tfrac12\left(w^{(1)}-w^{(-1)}\right),\qquad
d_2=\tfrac18\left(w^{(2)}+w^{(-2)}-2w_0\right).
\end{equation}
Squaring gives the density $\rho_0+\lambda\rho_1+\lambda^2\rho_2$, where
\begin{equation}
\rho_0=w_0^2,\qquad\rho_1=2w_0d_1,\qquad\rho_2=d_1^2+2w_0d_2 .
\end{equation}
The chain is symmetric under inversion about an A site. There $w_0$ is even and $d_1$ odd, so $\rho_1$ is odd and $(\rho_0|W_r|\rho_1)=0$. The linear term vanishes, leaving
\begin{equation}
U(\lambda)\simeq U(0)+C\lambda^2,\qquad
C=2(\rho_0|W_r|\rho_2)+(\rho_1|W_r|\rho_1).
\end{equation}
The sign of $C$ is plain for an orbital confined to one site. Then $w_0$ does not overlap its shifted copies, so $\rho_1=0$, and $\rho_2$ equals $-\tfrac12$ on the central site and $+\tfrac14$ on the A site of each neighbouring cell. With $W_r(R)$ the interaction of A sites $R$ cells apart,
\begin{equation}
C=2\left[-\tfrac12W_r(0)+\tfrac24W_r(1)\right]=W_r(1)-W_r(0)<0 .
\end{equation}
Charge is moved from the centre to the neighbours, where it repels the remaining central charge less. For an orbital with tails the sign must be computed.

\subsection{The numbers}

Take the round parameters $a=6$ and $b=2$ bohr, $t=0.10$ and $\Delta=0.20$ hartree, and $N=62$. The results for the one-band window are:
\begin{center}
\begin{tabular}{ccccc}
$\lambda$ & $m$ & $\Omega$ (bohr$^2$) & centre weight & $U$ (hartree)\\
\hline
0.0 & 1 & 2.01 & 0.819 & 0.413\\
0.5 & 1 & 6.51 & 0.722 & 0.362\\
1.0 & 1 & 20.01 & 0.482 & 0.267\\
1.5 & 1 & 42.51 & 0.218 & 0.207\\
0.5 & 3 & 42.51 & 0.721 & 0.335
\end{tabular}
\end{center}
The first four rows show $U$ dropping to half its initial value, from 11.2 to 5.6 eV, with the same band, hoppings and screened interaction. The spreads follow equation (\ref{eq:spread}): for $\lambda=0.5$, $m=1$ the increase is $36\times0.25/2=4.5$ bohr$^2$.

The computed curvature is $C=-0.230$ hartree. At $\lambda=0.5$ the quadratic formula gives $0.413-0.230\times0.25=0.355$ hartree, against the full value 0.362. A one-site orbital would have $C=0.163-0.479=-0.316$ hartree, so the tails of the band function weaken the effect without changing its sign.

\section{Localization is not one number}

These four rows suggest a rule: the more localized the Wannier function, the larger $U$. As a tendency it is sound, but it is not a theorem about the spread. The last two rows of the table have equal spreads, because $\lambda m=1.5$ in both, yet their $U$ values are 0.207 and 0.335 hartree. The third and fifth rows even reverse the rule: the spread doubles from 20 to 42.5 bohr$^2$ while $U$ rises from 0.267 to 0.335 hartree.

The one-site orbital shows the reason. For general $m$ the small-$\lambda$ calculation is unchanged except that charge goes to cells $\pm m$. The displaced fraction is $\lambda^2/2$, and
\begin{equation}
\delta\Omega=\frac{a^2\lambda^2m^2}{2},\qquad
\delta U\simeq\lambda^2\left[W_r(m)-W_r(0)\right].
\end{equation}
Eliminating $\lambda$ at fixed $\delta\Omega$ gives
\begin{equation}
\delta U\simeq-\frac{2\,\delta\Omega}{a^2m^2}\left[W_r(0)-W_r(m)\right].
\end{equation}
The bracket increases with $m$ but stays bounded, so for large $m$ the loss of $U$ falls off as $1/m^2$. The spread weights displaced charge by the square of its distance, whereas $U$ registers mainly how much charge has left the centre. The centre weights in the table, 0.218 and 0.721 at equal spread, show the same distinction.

\section{Same solid, different window}

Now put both bands into the target. Every transition of the model then lies inside the window, so $P_r=0$ and $W_r=v$. The two-band space also contains the single-site orbital on A, which the lower band alone does not. Its interaction is $U=v(0)=1/b=0.500$ hartree, or 13.6 eV, against 0.413 hartree for the most compact function of the one-band window.

Two things changed at once. One way to separate them is to add and subtract the unscreened interaction of the lower-band function $w_0$:
\begin{equation}
\frac1b-U_{\text{one}}
=\left[\frac1b-(\rho_0|v|\rho_0)\right]+(\rho_0|v-W_r|\rho_0).
\end{equation}
With $(\rho_0|v|\rho_0)=0.4264$ hartree this reads
\begin{equation}
0.0870=0.0736+0.0134\ \text{hartree}.
\end{equation}
In this split about 85\% of the difference comes from the more compact orbital and 15\% from the removal of interband screening. The split is not unique. If the orbitals are compared under $W_r$ instead, the site orbital has $W_r(0)=0.479$ hartree, so the orbital part is $0.479-0.413=0.066$ hartree and the screening part $0.500-0.479=0.021$ hartree, or 76\% and 24\%. The balance depends on the parameters: with $t$ and $\Delta$ both ten times smaller the Wannier function is unchanged, the gap is smaller, and the screening part becomes the larger one in either order. For the parameters used here the orbital dominates in either order, because the interband screening is weak: it lowers the interaction of $w_0$ by 3\% of its unscreened value.

The sign of the screening part is general for static RPA. For any vector $y$, equation (\ref{eq:P}) gives
\begin{equation}
y^TP_ry=4\sum_{o,u}\frac{\left[\sum_s\psi_o(s)\psi_u(s)y(s)\right]^2}{E_o-E_u}\le0,
\end{equation}
because $E_o<E_u$. Enlarging the window removes some of these negative terms, so $P_r$ can only increase as a quadratic form and $W_r^{-1}=v^{-1}-P_r$ can only decrease. For positive matrices inversion reverses the order: if $X\ge Y>0$, then $Y^{-1/2}XY^{-1/2}\ge1$, its inverse is at most 1, and hence $X^{-1}\le Y^{-1}$. Thus $W_r$ cannot decrease, and neither can $U$ for an orbital held fixed. The argument uses a positive definite $v$, nested windows and a static response; at a real frequency above the lowest transition energy, the factors that replace $1/(E_o-E_u)$ can change sign.

If the orbital is not held fixed, the theorem is silent. A larger window permits more compact functions, but one may also choose broader ones in it, and then $U$ can go down. In a real solid, moreover, higher bands remain outside a two-band window and still screen; here their effect is absent from the model.

The opposite extreme is to let the lower band screen as well. On the 62-cell ring the interaction of $w_0$ then falls to 0.086 hartree. This value is far from converged with ring length: it drops to 0.073 hartree on 122 cells and to 0.062 hartree on 482 cells. Most of the screening in this half-filled chain comes from inside the target band. Using this small value in a model that treats the same electrons explicitly would count their screening twice.

\section{What does not depend on the choice}

It would be odd if physics depended on a phase convention, and it does not. The interaction of the target electrons is
\begin{equation}
H_{\text{int}}=\tfrac12\sum_{ss'}\sum_{\sigma\sigma'}W_r(s,s')\,
\Psi^\dagger_{s\sigma}\Psi^\dagger_{s'\sigma'}\Psi_{s'\sigma'}\Psi_{s\sigma},
\qquad \Psi_{s\sigma}=\sum_iw_i(s)\,c_{i\sigma},
\end{equation}
where $i$ labels the Wannier functions. Another gauge uses $w'_i=\sum_jw_jV_{ji}$ and $c'_i=\sum_lV_{li}c_l$ with a real orthogonal matrix $V$. Then
\begin{equation}
\sum_iw'_ic'_i=\sum_{jl}w_j\Big(\sum_iV_{ji}V_{li}\Big)c_l=\sum_jw_jc_j ,
\end{equation}
so $\Psi$, and with it the Hamiltonian, is unchanged. A smaller $U$ in one gauge is compensated by the other matrix elements taken together. Among them are repulsion between neighbours, exchange, and hopping that depends on occupation, but also elements that involve three or four different Wannier functions. A Hubbard model that keeps the on-site $U$ alone discards these, and it discards a different set in each gauge.

A ring of six cells with six electrons can be diagonalized within the lower band. The spin gap is the lowest energy with four spins up and two down, minus the lowest with three of each. Corrections for interaction already contained in the one-body energies are omitted; as one-body terms they would transform with the gauge too.
\begin{center}
\begin{tabular}{cccc}
$\lambda$ & $U$ & gap, all elements & gap, $U$ alone\\
\hline
0 & 0.416 & 0.0122 & 0.0059\\
1 & 0.273 & 0.0122 & 0.0090
\end{tabular}
\end{center}
All entries except $\lambda$ are in hartree. With every matrix element kept, the gap and the ground-state energy agree in the two gauges, as the tests confirm. With $U$ alone the gap rises by 52\% between two descriptions of one system.

The size of this rise can be understood. The hopping to the next cell, 0.03 hartree, is small compared with $U$. To second order, spins interact through a virtual hop that creates a doubly occupied site at cost $U$, so spin energies scale as $t(R)^2/U$. The hoppings are the same in both rows, so the gaps should be in the ratio $0.416/0.273=1.52$; the computed ratio is also 1.52. The second-order estimate is good to a few percent only: each gap lies about 2\% below it, and the ratio agrees so closely because the higher-order corrections happen to be nearly equal at these two values of $U$. The error in treating $U$ as a constant of the material passes directly into the magnetic energy.

Neither truncated model reproduces the full gap. That the broader gauge comes closer here is no argument for it, since it discards more of the interaction. An orthogonal change of orbitals preserves the sum of the squares of all interaction matrix elements $(ij|W_r|kl)$. The six on-site elements contribute $6U^2$ to this sum, so a smaller $U$ leaves a larger share in the discarded elements.

A cRPA value is therefore usable when it travels with its window, its Wannier functions and the list of interaction terms that the model retains. Two values for the same system may differ without either being wrong: in this model chain by a factor of two between the most compact and a deliberately delocalized gauge, and by 21\% between the two windows when the most compact functions are used in each. The sizes in a real solid must be computed for that solid. The tabulated values and the window comparison, together with a longer ring of 122 cells on which the one-band $U$ changes by less than $10^{-4}$ hartree, are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 6.0 bohr, softening length 2.0 bohr
hopping t 0.10 hartree, site splitting Delta 0.20 hartree, cells 62
lower band from -0.2236 to -0.1000 hartree
upper band from 0.1000 to 0.2236 hartree
band hopping t(1 cell) -0.03033, t(2 cells) 0.00284 hartree
Gauge table, one-band window (same W_r and same hoppings in every row):
 lam 0.0 m 1: spread 2.012 bohr^2, weight on centre site 0.8188,
   bare 0.42642 hartree, cRPA U 0.41298 hartree
 lam 0.5 m 1: spread 6.512 bohr^2, weight on centre site 0.7221,
   bare 0.37183 hartree, cRPA U 0.36186 hartree
 lam 1.0 m 1: spread 20.012 bohr^2, weight on centre site 0.4824,
   bare 0.27084 hartree, cRPA U 0.26653 hartree
 lam 1.5 m 1: spread 42.512 bohr^2, weight on centre site 0.2185,
   bare 0.20949 hartree, cRPA U 0.20716 hartree
 lam 0.5 m 3: spread 42.512 bohr^2, weight on centre site 0.7211,
   bare 0.34564 hartree, cRPA U 0.33502 hartree
W_r on site A 0.47914, A to A one cell away 0.16325 hartree
curvature C: band function -0.23009, one-site orbital -0.31590 hartree
Window change:
 U, two-band window, site orbital A: 0.50000 hartree = 13.606 eV
 U, two-band window, lower-band w (lam 0): 0.42642 hartree
 U, one-band window, lower-band w (lam 0): 0.41298 hartree = 11.238 eV
 U, one-band window, lam 1.5: 0.20716 hartree = 5.637 eV
 fully screened W for lower-band w, 62 cells: 0.08552 hartree
 orbital part of window change 0.07358 hartree
 screening part of window change 0.01344 hartree
 one-band U with 122 cells 0.41296 hartree
Six-cell ring, exact diagonalization in the lower band:
 lam 0.0: cRPA U 0.41572 hartree
   all elements: ground energy 0.868644, spin gap 0.012204 hartree
   on-site U only: ground energy -1.043833, spin gap 0.005928 hartree
 lam 1.0: cRPA U 0.27264 hartree
   all elements: ground energy 0.868644, spin gap 0.012204 hartree
   on-site U only: ground energy -1.062092, spin gap 0.009038 hartree
\end{verbatim}
